# Sylvester's Law of Inertia and Certified Eigenvalue Counts in a Slice

An iterative solver aimed at the interior of a spectrum returns some eigenpairs near a target. For normalized vectors, small residuals show that each returned value lies close to an eigenvalue, but they do not show that the list is complete. This problem builds a test of completeness from two matrix factorizations.

All matrices are real, and $M$, $H$, $S$, $A$ are symmetric of order $n$. The inertia of $M$ is the triple $(n_+,n_-,n_0)$: the numbers of its positive, negative and zero eigenvalues, counted with multiplicity. The norm $\|\cdot\|$ is the largest singular value.

## (a) What a congruence preserves

**Let $C$ be nonsingular. Show that $M'=C^TMC$ has the same inertia as $M$. Show conversely that two symmetric matrices of equal inertia are related in this way.**

**Solution.** Call a subspace negative for $M$ if $x^TMx<0$ for every nonzero $x$ in it. We first show that $n_-(M)$ is the largest dimension of a negative subspace.

Take orthonormal eigenvectors $q_i$ with eigenvalues $\lambda_i$. For $x=\sum_i c_iq_i$,
$$x^TMx=\sum_i\lambda_ic_i^2 .$$
The span of the eigenvectors with $\lambda_i<0$ is therefore negative, and its dimension is $n_-$. Suppose a subspace $V$ has dimension greater than $n_-$. The eigenvectors with $\lambda_i\ge0$ span a space $U$ of dimension $n-n_-$. Since $\dim V+\dim U>n$, the two share a nonzero vector. On it $x^TMx\ge0$, so $V$ is not negative.

Now use
$$y^TM'y=(Cy)^TM(Cy).$$
If $V$ is negative for $M'$, then $CV$ is negative for $M$, and it has the same dimension because $C$ is injective. Hence $n_-(M')\le n_-(M)$. The same argument for $M=C^{-T}M'C^{-1}$ gives the opposite inequality, so the two are equal. Applying the result to $-M$ gives equality of $n_+$, and $n_0=n-n_+-n_-$ follows.

For the converse, let $M=Q\Lambda Q^T$ and $M'=Q'\Lambda'Q'^T$ have equal inertia, with eigenvalues ordered so that their signs agree position by position. Let $J$ be the diagonal matrix of these signs ($1$, $-1$ or $0$). Let $T$ and $T'$ hold the magnitudes of the eigenvalues, with each zero replaced by one. Then $\Lambda=T^{1/2}JT^{1/2}$, and likewise for $\Lambda'$. The matrix
$$C=Q\,T^{-1/2}T'^{1/2}Q'^T$$
is nonsingular, and
$$C^TMC=Q'T'^{1/2}\,(T^{-1/2}\Lambda T^{-1/2})\,T'^{1/2}Q'^T=Q'T'^{1/2}JT'^{1/2}Q'^T=M'.$$

This is Sylvester's law of inertia. Magnitudes are not preserved: $C=cI$ multiplies every eigenvalue by $c^2$. Nonsingularity is needed, since $C=0$ destroys all signs.

## (b) From signs to a count in a slice

**Let $S$ be positive definite and consider $Hx=\lambda Sx$, as for orbitals expanded in a nonorthogonal basis. Express the number of eigenvalues between two shifts $a<b$ through inertias, and settle what happens at the end points.**

**Solution.** Because $S$ is positive definite, it has a Cholesky factorization $S=GG^T$ with $G$ nonsingular. Put $u=G^Tx$ and multiply $Hx=\lambda GG^Tx$ by $G^{-1}$:
$$Ku=\lambda u,\qquad K=G^{-1}HG^{-T}.$$
The eigenvalues $\lambda$ are thus those of the symmetric matrix $K$. Moreover,
$$H-\sigma S=G(K-\sigma I)G^T,$$
which is a congruence. By part (a),
$$n_-(H-\sigma S)=n_-(K-\sigma I)=\#\{\lambda<\sigma\}.$$
Subtracting the counts at the two shifts gives
$$N(a,b)=n_-(H-bS)-n_-(H-aS)=\#\{a\le\lambda<b\}.$$
An eigenvalue at $a$ is included and one at $b$ is not. In exact arithmetic its presence is visible, because $n_0(H-\sigma S)$ is the multiplicity of $\sigma$ as an eigenvalue. If $a$ is not an eigenvalue, the slice may be read as open.

A ring of four sites with zero site energy and hopping $-1$ has eigenvalues $-2,0,0,2$. Its inertia at shift 0 is $(1,1,2)$. The formula assigns no eigenvalue to $[-1,0)$ and two to $[0,1)$.

If $S$ is not positive definite, the factor $G$ does not exist and this derivation fails.

## (c) Reading the inertia without eigenvalues

**Derive a symmetric block elimination that delivers the inertia. Show why pivots of order one do not suffice, and find a pivot rule under which the sign content of each 2 by 2 pivot is known in advance. Fix the free parameter in the rule by limiting the growth of the entries.**

**Solution.** Partition the current matrix with a nonsingular pivot block $E$ of order one or two. Multiplying out the right side confirms that
$$\begin{pmatrix}E&B^T\\B&F\end{pmatrix}=\begin{pmatrix}I&0\\BE^{-1}&I\end{pmatrix}\begin{pmatrix}E&0\\0&F-BE^{-1}B^T\end{pmatrix}\begin{pmatrix}I&E^{-1}B^T\\0&I\end{pmatrix};$$
the lower right block is $BE^{-1}EE^{-1}B^T+F-BE^{-1}B^T=F$. The process is repeated on the Schur complement $F-BE^{-1}B^T$, with rows and columns permuted together. The result is
$$P^TMP=LDL^T,$$
where $P$ is a permutation, $L$ is unit lower triangular and $D$ is block diagonal. Then $M=(PL)D(PL)^T$ with $PL$ nonsingular, so $M$ and $D$ have equal inertia. The inertia of $D$ is the sum over its blocks. If a remaining Schur complement vanishes, elimination stops and its order is added to $n_0$.

*Why order one fails.* For
$$\begin{pmatrix}0&1\\1&0\end{pmatrix}$$
a diagonal $D$ would need $d_1=0$. The lower left entry would then be $\ell_{21}d_1=0$, not 1. Exchanging the two indices changes nothing.

A pivot that is tiny but not zero is allowed algebraically and harmful numerically, because division by it creates huge entries in which the original ones are rounded away. In a random matrix of order 8 with leading entry $10^{-10}$, elimination without pivoting reproduced the matrix with an error of norm $7.6\times10^{-4}$; with the rule below the error was $6.5\times10^{-16}$. One double-precision rounding of an entry near $10^{10}$ costs about $10^{-6}$, which sets the scale of the loss. The figure above is several hundred times larger because that elimination updated the full matrix, so its two triangles were rounded separately; updating one triangle and mirroring it gives about $2\times10^{-6}$ for the same matrix. For most random matrices of this kind the error lies between $10^{-6}$ and $10^{-4}$ in either form, still far above the pivoted result.

*The rule.* Let $\mu_0$ be the largest magnitude in the current matrix and $\mu_1$ the largest on its diagonal. Choose $0<\alpha<1$.

- If $\mu_1\ge\alpha\mu_0$, use the diagonal entry of magnitude $\mu_1$ as a 1 by 1 pivot.
- Otherwise $\mu_0$ occurs off the diagonal, and the 2 by 2 block containing it is the pivot.

In the second case
$$\det E=e_{11}e_{22}-\mu_0^2\le\mu_1^2-\mu_0^2<0 .$$
The determinant is the product of the two eigenvalues, so each 2 by 2 pivot contributes one positive and one negative eigenvalue.

*The parameter.* For a 1 by 1 pivot, a new entry is bounded by
$$\mu_0+\frac{\mu_0^2}{\mu_1}\le\left(1+\frac1\alpha\right)\mu_0 .$$
For a 2 by 2 pivot,
$$E^{-1}=\frac1{\det E}\begin{pmatrix}e_{22}&-e_{21}\\-e_{21}&e_{11}\end{pmatrix},\qquad|\det E|\ge\mu_0^2-\mu_1^2 .$$
The magnitudes of the four entries of $E^{-1}$ sum to at most $2(\mu_0+\mu_1)/(\mu_0^2-\mu_1^2)=2/(\mu_0-\mu_1)$. Entries of $B$ are at most $\mu_0$, so a new entry is bounded by
$$\mu_0+\frac{2\mu_0^2}{\mu_0-\mu_1}\le\left(1+\frac2{1-\alpha}\right)\mu_0 .$$
A double step removes two columns, so its bound is compared with that of two single steps. The first bound falls with $\alpha$ and the second rises. The larger growth bound per column is therefore smallest where they match:
$$\left(1+\frac1\alpha\right)^2=1+\frac2{1-\alpha}.$$
Subtract 1 and multiply by $\alpha^2(1-\alpha)$:
$$(2\alpha+1)(1-\alpha)=2\alpha^2\quad\Longrightarrow\quad4\alpha^2-\alpha-1=0 .$$
The positive root is
$$\alpha=\frac{1+\sqrt{17}}8\approx0.640 .$$
The growth limits are 2.56 for a single step and 6.56 for a double step. They are worst-case bounds; the largest factors met in the random tests were 2.12 and 3.66.

The price is a search through the whole remaining matrix at each step. A cheaper pivot search is compatible with the count, provided that the signs of each block are determined correctly.

## (d) Two factorizations by hand

**Ten sites form a ring with zero site energy and hopping $-t$, $t>0$. Energies are in units of $t$, so that $A_{j,j\pm1}=-1$ with indices modulo 10. Factorize $A$ and $A-I$, count the eigenvalues in $[0,1)$, and compare with the exact levels.**

**Solution.** Sites are numbered 0 to 9, and ties between pivots go to the first candidate.

*Shift 0.* Every diagonal entry is zero, so the first pivot must be a 2 by 2 block. For sites 0 and 1,
$$E=\begin{pmatrix}0&-1\\-1&0\end{pmatrix}=E^{-1}.$$
The rows coupling the rest to this block are $(0,-1)$ for site 2 and $(-1,0)$ for site 9. Their new mutual entry is
$$0-(0,-1)\,E^{-1}\begin{pmatrix}-1\\0\end{pmatrix}=-(0,-1)\begin{pmatrix}0\\1\end{pmatrix}=+1 .$$
The diagonal corrections vanish, because $E^{-1}$ has zero diagonal and each row has one nonzero entry. What remains is a ring of eight sites whose closing bond is $+1$. Each further elimination of a pair with bond $-1$ reverses the sign of the closing bond. It becomes $-1$ after the pair (2,3) and $+1$ after (4,5). Removing (6,7) adds $-1$ to the direct bond $-1$ between sites 8 and 9, giving $-2$.

The five pivots thus have determinants $-1,-1,-1,-1,-4$, and the inertia is $(5,5,0)$.

*Shift 1.* The diagonal is now $-1$, as are the bonds, so a 1 by 1 pivot is accepted. Eliminating a site with pivot $-1$ adds $bb^T$ to the rest, where $b$ is its column of couplings.

1. Site 0, pivot $-1$: the diagonals of sites 1 and 9 become 0, and their mutual entry becomes $+1$.
2. Site 2, pivot $-1$: the diagonal of site 1 becomes $+1$, that of site 3 becomes 0, and the entry between 1 and 3 becomes $+1$.
3. Site 1, pivot $+1$: now $bb^T$ is subtracted. The diagonals of sites 3 and 9 become $-1$, and their mutual entry becomes $-1$.

The remainder is a ring of seven sites with the original entries. Repeating the three steps, with pivots $-1,-1,+1$, leaves a ring of four, sites 6 to 9. Eliminating sites 6 and 8, each with pivot $-1$, leaves for sites 7 and 9
$$\begin{pmatrix}1&2\\2&1\end{pmatrix}.$$
Here $\mu_1/\mu_0=1/2<\alpha$, so this is a 2 by 2 pivot, with determinant $-3$. The negative eigenvalues number $2+2+2+1=7$ and the positive ones $1+1+1=3$. The inertia is $(3,7,0)$, and
$$N(0,1)=7-5=2 .$$

*Comparison.* A wave $e^{i\kappa j}$ with $\kappa=2\pi m/10$ satisfies the eigenvalue equation with $\lambda=-e^{i\kappa}-e^{-i\kappa}=-2\cos\kappa$. The levels are $\pm2$, each once, and $\pm1.618$ and $\pm0.618$, each twice. The slice holds the pair at $0.618$, formed by $m=3$ and $m=7$, two waves of opposite direction.

*With overlap.* Give neighbouring basis functions an overlap $s=0.2$. The same waves solve the pencil, with
$$\lambda=\frac{-2\cos\kappa}{1+2s\cos\kappa}.$$
The denominator is the eigenvalue of $S$; it is at least $0.6$, so $S$ is positive definite. The pair moves to $0.618/(1-0.2\times0.618)=0.705$, and the factorizations of $H$ and $H-S$ again count two eigenvalues in the slice.

## (e) What a rounded factorization proves

**From here on $S=I$. Computed factors reproduce $A-\sigma I+\Delta$ rather than $A-\sigma I$, up to the permutation, with $\|\Delta\|\le\eta$. What does the computed count still guarantee?**

**Solution.** The inertia of the computed $D$ is that of $A-\sigma I+\Delta$, since the computed $L$ is still unit triangular. Let $\hat n(\sigma)$ be its number of negative eigenvalues. From $-\eta\,x^Tx\le x^T\Delta x\le\eta\,x^Tx$,
$$x^T(A-\sigma I-\eta I)x\le x^T(A-\sigma I+\Delta)x\le x^T(A-\sigma I+\eta I)x .$$
A subspace negative for the matrix on the right is negative for the one in the middle, and one negative for the middle is negative for the left. With the characterization of $n_-$ from part (a),
$$\#\{\lambda<\sigma-\eta\}\le\hat n(\sigma)\le\#\{\lambda<\sigma+\eta\}.$$
The count can err only through eigenvalues within about $\eta$ of the shift.

Let the errors at the two shifts be bounded by $\eta_a$ and $\eta_b$, with $a+\eta_a<b-\eta_b$, and let $\hat N=\hat n(b)-\hat n(a)$. The lower bound at $b$ and the upper bound at $a$ give
$$\hat N\ge\#\{\lambda<b-\eta_b\}-\#\{\lambda<a+\eta_a\}=\#\{a+\eta_a\le\lambda<b-\eta_b\}.$$
So $\hat N$ is an upper limit for the number of eigenvalues in the slightly narrower inner slice. No prior knowledge of gaps was used.

The ring shows that the allowance matters. At shift 0.6, just below the pair at 0.618, the exact count is 5. Random symmetric errors of norm 0.1 changed it in 165 of 300 trials, always within the predicted limits 5 and 7.

In practice $\Delta$ is found by multiplying the factors and subtracting. That evaluation is itself rounded, so a strict proof adds a bound for it. For the two factorizations of part (d) all numbers are small integers, and $\eta_a=\eta_b=0$.

For a pencil, apply these statements to $K$ of part (b). If $K$ is formed and factorized, include the error of forming it. If $H-\sigma S$ is factorized instead, with error $\Delta$, then $H-\sigma S+\Delta=G(K-\sigma I+G^{-1}\Delta G^{-T})G^T$ and $\|G^{-1}\Delta G^{-T}\|\le\eta\,\|S^{-1}\|$. So $\eta$ must be replaced by $\eta/\lambda_{\min}(S)$, which is much larger for a nearly dependent basis.

## (f) The certificate

**Suppose a solver supplies $k$ orthonormal columns $X$ with $X^TAX=\Theta$ diagonal, with entries $\theta_i$. Let $R=AX-X\Theta$ and $\rho=\|R\|$. Show how many eigenvalues this guarantees, and combine the result with part (e).**

**Solution.** Complete $X$ to an orthogonal matrix $(X\;Y)$. In this basis $A$ becomes
$$\begin{pmatrix}\Theta&B^T\\B&Z\end{pmatrix},\qquad B=Y^TAX,\quad Z=Y^TAY .$$
Since $Y^TX=0$, we have $B=Y^TR$. Also $X^TR=\Theta-\Theta=0$, so $R=(XX^T+YY^T)R=YB$ and hence $\|B\|=\rho$. The off-diagonal part has the square
$$\begin{pmatrix}0&B^T\\B&0\end{pmatrix}^2=\begin{pmatrix}B^TB&0\\0&BB^T\end{pmatrix},$$
so its norm is $\rho$ as well.

Removing this part moves each eigenvalue, in increasing order, by at most $\rho$. This is Weyl's inequality, and it follows from part (e). Let $M$ have ordered eigenvalues $\lambda_j(M)$, and let $\|\Delta\|\le\rho$. For any $\sigma>\lambda_j(M)+\rho$, at least $j$ eigenvalues of $M$ lie below $\sigma-\rho$. Hence at least $j$ eigenvalues of $M+\Delta$ lie below $\sigma$. Letting $\sigma$ decrease to its limit gives $\lambda_j(M+\Delta)\le\lambda_j(M)+\rho$, and exchanging the two matrices gives the other direction.

After the removal, the spectrum is that of $\Theta$ together with that of $Z$. The $k$ values $\theta_i$ occupy $k$ different positions in the ordered list. The eigenvalues of $A$ at those positions are $k$ differently indexed eigenvalues, each within $\rho$ of its $\theta_i$.

Now suppose that every interval $[\theta_i-\rho,\theta_i+\rho]$ lies in the inner slice $[a+\eta_a,b-\eta_b)$. Then
$$k\le\#\{a+\eta_a\le\lambda<b-\eta_b\}\le\hat N .$$
**If $k=\hat N$, the inner slice contains exactly $k$ eigenvalues, and none is missed.**

The conditions do real work:

- Without orthonormality, one eigenvector listed twice would pass for two eigenvalues.
- If $k<\hat N$, either an eigenvalue is missing or one lies near an end point and was counted there. The remedy is to search further or to move the shift into a gap.
- The margins between inner and full slice are not certified.

The argument does not ask how $X$ was produced, so it serves contour projection and shifted inverse iteration alike.

## (g) A missing state found

**Run a Krylov method on the ring from one random vector. How many eigenvalues in $[0,1)$ can it find in exact arithmetic? Complete the list and certify it.**

**Solution.** Let $P_\mu$ project onto the eigenspace of the distinct eigenvalue $\mu$. Then
$$A^jv=\sum_\mu\mu^jP_\mu v .$$
Every Krylov vector is a combination of the fixed vectors $P_\mu v$, one for each distinct eigenvalue. The ring has six distinct levels, so the space has dimension at most six and holds a single direction from each degenerate pair. It can find only one eigenvalue in the slice.

The computed space indeed had dimension 6. It gave one Ritz value in the slice, $0.618$, with residual norm $1.5\times10^{-15}$. Nothing in this residual signals a loss. The inertia count does: $2-1=1$ state is missing.

Let $x_1$ be the vector found, and choose a new start $w$ with $x_1^Tw=0$. Since $Ax_1=\lambda x_1$,
$$x_1^TA^jw=\lambda^jx_1^Tw=0,$$
so the whole new Krylov space is orthogonal to $x_1$. If $w$ has a nonzero component in the degenerate eigenspace, as a random start does, its direction there must be the partner. The second run returned it, with an overlap of $1.2\times10^{-15}$ with $x_1$.

The two vectors together give $\theta_1=\theta_2=0.618$ and $\rho=1.5\times10^{-15}$. With $\eta_a=\eta_b=0$ the inner slice is the full slice. The distances to its ends are $0.618$ and $1-0.618=0.382$, far larger than $\rho$ and than the rounding in the orthonormality of $X$. Since $k=2=\hat N$, the list is complete.

The loss would have had physical consequences. Real eigenvectors of the pair have components proportional to $\cos(\kappa j+\varphi)$ and $\sin(\kappa j+\varphi)$. The sum of their squares is the same on every site, while either square alone varies around the ring. A density built with one partner missing would show a modulation that the filled pair does not have.

The numerical check tests the inertia law, the pivot bounds, the counts and the certificate against direct diagonalization and the exact ring levels.

## Computed results

```
Inertia is listed as (n_plus, n_minus, n_zero); energies in t
pivot threshold alpha (no unit): 0.640388
growth limit, 1x1 step (no unit): 2.5616
growth limit, 2x2 step (no unit): 6.5616
largest growth seen, 1x1 step (no unit): 2.1173
largest growth seen, 2x2 step (no unit): 3.6600
random pencil counts tested (number): 450
tiny pivot in 8x8 test (no unit): 1.0e-10
  error norm without pivoting (no unit): 7.6e-04
  error norm with pivoting (no unit): 6.5e-16
four-site ring, inertia at shift 0: (1, 1, 2)
  eigenvalues in [-1,0) and [0,1): 0, 2
ten-site ring: sites 10, slice [0.0, 1.0) t
  exact levels 1-5 (t): -2.000000 -1.618034 -1.618034 -0.618034 -0.618034
  exact levels 6-10 (t): 0.618034 0.618034 1.618034 1.618034 2.000000
2x2 pivots are shown as [d11 d12; d22]; sites count from 0
shift 0, site order: 0 1 2 3 4 5 6 7 8 9
shift 0, pivots (t): [0.0000 -1.0000; 0.0000] [0.0000 -1.0000; 0.0000] [0.0000 -1.0000; 0.0000] [0.0000 -1.0000; 0.0000] [0.0000 -2.0000; 0.0000]
shift 0, pivot determinants (t^2): -1.0000 -1.0000 -1.0000 -1.0000 -4.0000
shift 0, inertia: (5, 5, 0)
shift 1, site order: 0 2 1 3 5 4 6 8 7 9
shift 1, pivots (t): [-1.0000] [-1.0000] [1.0000] [-1.0000] [-1.0000] [1.0000] [-1.0000] [-1.0000] [1.0000 2.0000; 1.0000]
shift 1, inertia: (3, 7, 0)
eigenvalues counted in the slice: 2
counts in [-3,0), [0,1), [1,3): 5 2 3
factorization error at shifts 0 and 1 (t): 0.0e+00, 0.0e+00
overlap variant, neighbour overlap (no unit): 0.2
  levels 1-5 (t): -1.428571 -1.222443 -1.222443 -0.550045 -0.550045
  levels 6-10 (t): 0.705202 0.705202 2.392150 2.392150 3.333333
  eigenvalues counted in the slice: 2
perturbation test: shift 0.6 t, error norm 0.1 t
  lower bound, exact count, upper bound: 5, 5, 7
  perturbed counts that differ from exact: 165 of 300
distinct levels of the ring (number): 6
one-vector Krylov space, dimension: 6
  Ritz values found in slice: 1, value 0.618034 t
  residual norm (t): 1.5e-15
  missing according to the count: 1
second Krylov space, dimension: 6
  overlap of the two Ritz vectors (no unit): 1.2e-15
both Ritz values (t): 0.618034 0.618034
joint residual norm rho (t): 1.5e-15
missing after the second run: 0
```
